# Why gradient and curvature drifts add above a magnetron target

**Question.** Above the target of a planar magnetron the magnetic field lines rise from one pole, arch over the surface and return to the other. An electron on such an arch drifts sideways, along the racetrack, for two reasons: the line it follows is bent, and the field strength changes across its small circular orbit. One drift depends on the motion along the field and the other on the motion across it. Why do they add instead of cancelling?

**Answer.**

## The mechanism: two forces away from the target

Each drift is the response to an effective force. An electron running along a bent line feels, in the frame that turns with the line, a centrifugal force away from the centre of curvature. At the top of an arch that centre lies below, so the force points up, away from the target.

The gyrating electron is also a small current loop. Its magnetic moment points against the field, and a loop of this kind is pushed towards weaker field. Whether this second force helps or opposes the first depends on where the field is weaker. Drift theory alone does not say. Ampère's law does.

Take a short piece of field line with radius of curvature $R$ and length $\ell$. Draw a parallel path a small distance $\delta$ further from the centre of curvature, and join the ends by two short sides perpendicular to the line. The outer path has length $\ell(1+\delta/R)$. If no current passes through this loop, the circulation of the magnetic field around it is zero. The short sides contribute nothing to first order in $\delta$, because the field is perpendicular to them at their inner ends. On the outer path the field may be tilted by an angle of order $\delta$, which changes its component along the path only at second order. Hence

$$B\,\ell=\left(B+\delta\,\frac{dB}{dn}\right)\ell\left(1+\frac{\delta}{R}\right),$$

where $n$ is the distance away from the centre of curvature. The terms linear in $\delta$ give

$$\frac{dB}{dn}=-\frac{B}{R}.$$

The longer outer path must carry the weaker field. The current loop is therefore pushed outward, as the centrifugal force is. Two parallel forces on the same charge in the same field give parallel drifts.

## From a force to a drift

SI units are used, with particle energies in eV. The fields are steady, the electron is nonrelativistic, and its gyroradius is much smaller than $R$. Let $\mathbf b=\mathbf B/B$ be the unit vector along the field.

Suppose a charge $q$ feels a steady force $\mathbf F$ perpendicular to $\mathbf B$. Averaged over a gyration, the drift velocity $\mathbf v_d$ is constant, so the mean force vanishes:

$$\mathbf F+q\,\mathbf v_d\times\mathbf B=0.$$

Take the cross product with $\mathbf B$ from the right. Since $\mathbf v_d$ is perpendicular to $\mathbf B$,

$$(\mathbf v_d\times\mathbf B)\times\mathbf B=\mathbf B(\mathbf v_d\cdot\mathbf B)-\mathbf v_dB^2=-\mathbf v_dB^2,$$

and therefore

$$\mathbf v_d=\frac{\mathbf F\times\mathbf B}{qB^2}.\qquad(1)$$

**Curvature.** Define the curvature vector $\boldsymbol\kappa=(\mathbf b\cdot\nabla)\mathbf b$. It has magnitude $1/R$ and points to the centre of curvature. It is perpendicular to $\mathbf b$, because differentiating $\mathbf b\cdot\mathbf b=1$ along the line gives $2\mathbf b\cdot\boldsymbol\kappa=0$. A particle moving along the line with velocity $v_\parallel\mathbf b$ has the acceleration

$$\frac{d(v_\parallel\mathbf b)}{dt}=\frac{dv_\parallel}{dt}\,\mathbf b+v_\parallel^2\boldsymbol\kappa.$$

The magnetic force on the drift must supply the perpendicular part, $q\mathbf v_c\times\mathbf B=mv_\parallel^2\boldsymbol\kappa$. This is the force balance above with

$$\mathbf F_c=-mv_\parallel^2\boldsymbol\kappa .$$

Equation (1), with $-\boldsymbol\kappa\times\mathbf b=\mathbf b\times\boldsymbol\kappa$, gives the curvature drift

$$\mathbf v_c=\frac{mv_\parallel^2}{qB}\,\mathbf b\times\boldsymbol\kappa.\qquad(2)$$

**Gradient.** Let $\boldsymbol\rho$ point from the centre of gyration to the particle. In the field $B$ at the centre, the magnetic force provides the centripetal force:

$$q\,\mathbf v_\perp\times\mathbf b\,B=-\frac{mv_\perp^2}{\rho^2}\,\boldsymbol\rho .$$

At the particle the field strength is $B+\boldsymbol\rho\cdot\nabla B$ to first order. The extra force is

$$q\,\mathbf v_\perp\times\mathbf b\,(\boldsymbol\rho\cdot\nabla B)=-\frac{mv_\perp^2}{B\rho^2}\,\boldsymbol\rho\,(\boldsymbol\rho\cdot\nabla B).$$

Over a circle, the two perpendicular components of $\boldsymbol\rho$ each have mean square $\rho^2/2$, and their product averages to zero. Thus the average of $\boldsymbol\rho(\boldsymbol\rho\cdot\nabla B)$ is $\tfrac12\rho^2\nabla_\perp B$, where $\nabla_\perp$ is the part of the gradient perpendicular to $\mathbf b$. The mean force is

$$\mathbf F_g=-\frac{mv_\perp^2}{2B}\,\nabla_\perp B=-\mu\nabla_\perp B,\qquad \mu=\frac{mv_\perp^2}{2B}.$$

It points to weaker field for either sign of charge. The change of field direction across the orbit adds no mean perpendicular force at this order: combined with $v_\parallel$ it is linear in $\boldsymbol\rho$ and averages out, and combined with $\mathbf v_\perp$ it acts along $\mathbf b$. Equation (1) now gives

$$\mathbf v_g=\frac{mv_\perp^2}{2qB^2}\,\mathbf b\times\nabla B.\qquad(3)$$

## The link between gradient and curvature

The loop argument can be put in a form that also shows what a current would do. Writing out the components of the double cross product gives

$$[(\nabla\times\mathbf B)\times\mathbf B]_i=\sum_jB_j\,\partial_jB_i-\sum_jB_j\,\partial_iB_j .$$

The second sum is $\partial_i(B^2/2)=B\,\partial_iB$. In the first, put $\mathbf B=B\mathbf b$ and use the product rule:

$$(\mathbf B\cdot\nabla)\mathbf B=B(\mathbf b\cdot\nabla)(B\mathbf b)=B(\mathbf b\cdot\nabla B)\,\mathbf b+B^2\boldsymbol\kappa .$$

Split the gradient as $\nabla B=\nabla_\perp B+\mathbf b(\mathbf b\cdot\nabla B)$. The parts along $\mathbf b$ cancel in the difference. With the steady Ampère law $\nabla\times\mathbf B=\mu_0\mathbf J$, what remains is

$$B^2\boldsymbol\kappa-B\nabla_\perp B=\mu_0\,\mathbf J\times\mathbf B.\qquad(4)$$

The currents that make the magnetron field flow in the magnets, below the target. If the plasma current is neglected, $\mathbf J=0$ where the electron moves, and

$$\nabla_\perp B=B\boldsymbol\kappa.\qquad(5)$$

The field strengthens towards the centre of curvature, at the relative rate $1/R$. A current along $\mathbf B$ would leave this unchanged, since then $\mathbf J\times\mathbf B=0$.

Equation (5) does not require a long straight racetrack. It was tested for a round magnetron, represented by coaxial current loops of radii 10, 30 and 40 mm, the last with opposite current. At nine points 12 to 18 mm above the loops and 16 to 24 mm from the axis, $\boldsymbol\kappa$ and $\nabla_\perp B/B$, each found by finite differences, differed by less than $10^{-7}$ of $|\boldsymbol\kappa|$.

## The sum

Inserting (5) into (3) and adding (2) gives

$$\mathbf v_g+\mathbf v_c=\frac{m}{qB}\left(\frac{v_\perp^2}{2}+v_\parallel^2\right)\mathbf b\times\boldsymbol\kappa.\qquad(6)$$

Both terms in the bracket are squares, so no choice of pitch angle makes them cancel. Reversing $v_\parallel$ changes nothing. Reversing the sign of the charge reverses both drifts together. If a line bends the other way, both reverse again; where it is straight, both vanish.

With $W_\parallel=mv_\parallel^2/2$ and $W_\perp=mv_\perp^2/2$, the electron's drift speed is

$$v=\frac{2W_\parallel+W_\perp}{eBR}.\qquad(7)$$

Parallel energy counts twice. At fixed total energy $W$, the speed runs from $W/(eBR)$ for purely perpendicular motion to $2W/(eBR)$ for purely parallel motion. For isotropic directions the mean energies are $W_\parallel=W/3$ and $W_\perp=2W/3$, so each drift contributes $2W/(3eBR)$: the two shares are equal.

For the direction, let $x$ point along $\mathbf B$ at the top of the arch, $z$ up from the target, and $y$ along the racetrack. Then $\boldsymbol\kappa=-\hat{\mathbf z}/R$ and $\mathbf b\times\boldsymbol\kappa=+\hat{\mathbf y}/R$. The electron's negative charge sends it towards $-y$.

The electric field acts in the same sense. It points to the cathode, $\mathbf E=-E\hat{\mathbf z}$, so the force on an electron is $+eE\hat{\mathbf z}$, again away from the target. Equation (1) gives a drift of speed $E/B$ towards $-y$. All three drifts of the electron are then parallel at the top of the arch.

## What cancellation would require

Consider circular field lines about an axis, with strength proportional to $r^n$ at distance $r$. The gradient is $(nB/r)\hat{\mathbf r}$, and $\boldsymbol\kappa=-\hat{\mathbf r}/r$, so $\nabla_\perp B=-nB\boldsymbol\kappa$. The gradient term in (6) acquires the factor $-n$, and the electron's speed, counted positive along its curvature drift, becomes

$$v=\frac{2W_\parallel-nW_\perp}{eBR}.$$

The curl of this field is axial and equals

$$\frac1r\frac{d(rB)}{dr}=(n+1)\frac Br .$$

It vanishes for $n=-1$, which is the case where the drifts add as in (7). A field of uniform strength along curved lines, $n=0$, needs a current density $B/(\mu_0R)$ and has no gradient drift. For $n=+1$ the field grows outward, the gradient force points inward, and the drifts oppose. They cancel there if $W_\perp=2W_\parallel$. Cancellation is thus possible in mechanics, but it needs a current spread through the region of the orbit.

These cases were tested by following the full motion under the Lorentz force for 150 gyrations, without using drift theory. The electron had $W_\perp=7.5$ eV and $W_\parallel=2.5$ eV, with $B=32$ mT and $R=20.83$ mm at its starting radius in every case.

- For $n=-1$ the orbit drifted at 18.75 km/s, as the formula gives.
- For $n=0$ it drifted at 7.50 km/s, the curvature drift alone.
- For $n=+1$ it drifted at $-3.74$ km/s, against $-3.75$ km/s from the formula. The direction has reversed.
- For $n=-1$ with 1000 V/m towards the centre of curvature, it drifted at 50.02 km/s, against 50.00 km/s for the sum of all three drifts.

## An arch with numbers

Model the straight part of a racetrack by two long line poles of opposite sign at $x=\mp a$, in a plane below the target. Let $\mathbf r_1$ and $\mathbf r_2$ be the vectors from the poles to the field point in the $xz$ plane. Then

$$\mathbf B=\lambda\left(\frac{\mathbf r_1}{r_1^2}-\frac{\mathbf r_2}{r_2^2}\right),$$

where $\lambda$ sets the pole strength. Midway between the poles, at height $h$ above their plane, the vertical parts cancel and

$$B=\frac{2a\lambda}{a^2+h^2},\qquad \frac1B\frac{dB}{dh}=-\frac{2h}{a^2+h^2}.$$

The curvature can be found separately. The flux from a line pole spreads evenly in angle, so a field line of the pair keeps the difference of the two polar angles constant. That difference is the angle under which the pole pair is seen, and points that see a segment under a constant angle lie on a circle through its ends. For the circle with its top at height $h$, the centre is at height $h-R$, and

$$a^2+(h-R)^2=R^2\quad\Rightarrow\quad R=\frac{a^2+h^2}{2h}.$$

So $1/R$ equals the relative gradient, as (5) demands.

Take poles 40 mm apart ($a=20$ mm), a target surface 10 mm above their plane, and 40 mT at the surface midway between them. An electron 5 mm above the target has $h=15$ mm, where

$$R=\frac{400+225}{30}\ \text{mm}=20.83\ \text{mm},\qquad B=40\ \text{mT}\times\frac{400+100}{400+225}=32\ \text{mT}.$$

Each eV in the numerator of (7) is worth $1/(0.032\times0.02083)=1500$ m/s. For a 10 eV electron with $W_\perp=7.5$ eV and $W_\parallel=2.5$ eV,

$$v_g=7.5\times1.5=11.25\ \text{km/s},\qquad v_c=2\times2.5\times1.5=7.50\ \text{km/s},$$

and the sum is 18.75 km/s. Had the drifts opposed, 3.75 km/s would have remained. Isotropic 10 eV electrons have 10 km/s from each drift. The gyroradius is 0.29 mm, or 1.4% of $R$, so the small-orbit assumption is well met.

**Along the arch.** These speeds belong to the top. As the electron descends, $B$ grows and turns parallel energy into perpendicular energy at constant $\mu$. The pole formula gives $B=2a\lambda/(r_1r_2)$. The triangle formed by the point and the poles has area $az=\tfrac12r_1r_2\sin\gamma$, where $\gamma$ is the constant viewing angle and $z$ the height above the pole plane. Hence $r_1r_2\propto z$, and $B\propto1/z$ along one line.

With $s=z/h$, this means $W_\perp=7.5/s$ eV, while $1/(BR)$ is $1.5s$ km/s per eV. The local drifts are

$$v_g=11.25\ \text{km/s},\qquad v_c=2\left(10-\frac{7.5}{s}\right)1.5s=(30s-22.5)\ \text{km/s}.$$

The gradient drift is the same all along this line. The curvature drift falls from 7.5 km/s at the top to zero at the turning point $s=0.75$, where the parallel motion stops. The sum therefore varies between 18.75 and 11.25 km/s and never changes sign.

A full orbit followed for 600 ns gave an average of 15.09 km/s, equal to the time average of the drift formula to the digits shown. The turning point lies at $z=11.25$ mm, 1.25 mm above the target. The orbit came down to 1.05 mm because the electron gyrates about its guiding centre.

## What the model leaves out

The geometry is idealised, but a surface field of some tens of mT, a few mTorr of argon and a discharge voltage of a few hundred volts are roughly typical of dc magnetron sputtering. Real magnets have width and often an iron yoke, so their field lines are not circles and $R$ must be taken from the actual field. Equation (5) still holds above them where plasma current is negligible. The following estimates use rough inputs.

**Electric field.** This is the largest omission from the 18.75 km/s. A field of 1000 V/m, taken as a rough presheath value, adds $1000/0.032$ m/s, or 31.25 km/s, and brings the total to 50 km/s. Slow electrons here drift mainly because of the electric field. Real discharges can also have electric fields along the racetrack, which move electrons towards or away from the target; they are not treated here.

**Collisions.** For argon at 5 mTorr and 300 K, with a cross-section of $1.5\times10^{-19}$ m$^2$, the mean free path is 41 mm and the time between collisions 22 ns. A gyration takes 1.1 ns, so the local drift is well defined. The electron in the arch, however, needs roughly 40 ns between passages through the midplane if there is no electric field. A field of 1000 V/m towards the target turns it back higher up and shortens this time, but not below the time between collisions. In either case it will usually collide sooner, and the bounce average of 15.09 km/s describes an undisturbed electron rather than a typical one.

**Plasma current.** This is the omission that touches the argument itself. The electric drift carries the electrons towards $-y$, so its current flows towards $+y$. The magnetic drifts give no net current where the electron pressure is uniform and isotropic, because the magnetisation current of the gyrating electrons cancels theirs. A pressure gradient leaves a current of either sign. For a net current density $J$ towards $+y$, (4) gives

$$\nabla_\perp B=B\boldsymbol\kappa-\mu_0\mathbf J\times\mathbf b=\left(-\frac BR+\mu_0J\right)\hat{\mathbf z}.$$

This current weakens the gradient. To remove it at the given $B$ and $R$ would take

$$J=\frac{B}{\mu_0R}=1.2\times10^6\ \text{A/m}^2 .$$

For comparison, estimate the current from the electric drift and the electron pressure $nT_e$, with $T_e$ in volts and a pressure length $L$:

$$J\approx\frac{ne}{B}\left(E+\frac{T_e}{L}\right).$$

The magnitudes are added, although the sign of the pressure part depends on the density profile. With $T_e=5$ V and $L=10$ mm, the bracket is 1500 V/m. A density of $10^{17}$ m$^{-3}$, rough for dc operation, gives 750 A/m$^2$, or 0.06% of the current needed. A density of $10^{19}$ m$^{-3}$, rough for high-power pulses, gives 6%. At fixed $B$ and $R$ that would lower the gradient drift from 11.25 to about 10.6 km/s. The drifts still add, with a slightly smaller gradient share.

**Fast electrons.** Secondary electrons accelerated through the sheath can have hundreds of eV. At 300 eV and the same pitch angle, (7) gives 30 times the speed, about 560 km/s, far above the electric drift of 31 km/s in the presheath field. Between reflections from the sheath, the magnetic drifts therefore dominate. Each reflection adds a further step along the racetrack. The much stronger sheath field also points to the target, so the step goes in the same direction as the drifts wherever the horizontal component $B_x$ has the same sign as at the top of the arch. In the two-pole model $B_x\propto a^2+z^2-x^2$, so this holds for $|x|<\sqrt{a^2+z^2}$, about 22 mm at the target surface. Farther out, where high arches come down, $B_x$ is reversed and the step goes the other way. Averaged over the whole motion, these steps can be comparable to the magnetic drifts or exceed them. At 300 eV and this pitch angle the electron's gyroradius is 1.6 mm, or 7.6% of $R$, so the leading-order drift formula is less accurate than at 10 eV. It fails altogether near a field null, where $B$ tends to zero and the gyroradius is no longer small.

The numerical output below lists the values used here.

## Table of computed values

```
INPUTS
pole spacing: 40.0 mm
target above pole plane: 10.0 mm
electron above target: 5.0 mm
field at target surface: 40.0 mT
energy total, perp, par: 10.0, 7.5, 2.5 eV
FIELD AND DRIFTS AT THE TOP OF THE ARCH
field B: 32.00 mT
radius of curvature R: 20.83 mm
B/|grad B| by finite difference: 20.83 mm
gyration period: 1.116 ns
gyroradius: 0.289 mm; over R: 0.0139
gradient drift: 11.25 km/s
curvature drift: 7.50 km/s
sum: 18.75 km/s
isotropic 10 eV, gradient share: 10.00 km/s
isotropic 10 eV, curvature share: 10.00 km/s
TESTS
round magnetron, worst relative link mismatch: 4.2e-08
B ~ r^-1, E=0 V/m: orbit 18.75, formula 18.75 km/s
B ~ r^+0, E=0 V/m: orbit 7.50, formula 7.50 km/s
B ~ r^+1, E=0 V/m: orbit -3.74, formula -3.75 km/s
B ~ r^-1, E=1000 V/m: orbit 50.02, formula 50.00 km/s
arch orbit duration: 600 ns
midplane crossings: 15
lowest height above target: 1.05 mm
bounce-averaged drift, orbit: 15.09 km/s
bounce-averaged drift, formula: 15.09 km/s
EFFECTS LEFT OUT (rough inputs)
electric field: 1000 V/m; E x B drift: 31.25 km/s
argon: 5.0 mTorr, 300 K
collision cross-section: 1.5e-19 m^2
mean free path: 41.4 mm
time between collisions: 22.1 ns
collision rate/gyrofrequency: 0.0080
electron temperature for current estimate: 5.0 eV
pressure length: 10.0 mm
current density to remove gradient: 1.222e+06 A/m^2
dc, 1e17 m^-3: J=7.51e+02 A/m^2, fraction 6.1e-04
pulse, 1e19 m^-3: J=7.51e+04 A/m^2, fraction 0.061
secondary electron energy, same pitch: 300 eV
its gyroradius: 1.58 mm; over R: 0.076
its summed drift: 562.5 km/s
```
